\section*{Threshold Sensitivity to Film Thickness in Thin Double-Gate Transistors}

Take a silicon film between two gates, so thin that practically all its electrons sit in the lowest subband, and so sparsely filled that Boltzmann statistics apply. If the film's interfaces are treated as impenetrable walls a distance $t$ apart, the wave function across the film must vanish at both. The lowest solution is $\sin(\pi x/t)$, with wave number $k=\pi/t$ and energy
\begin{equation}
E_1=\frac{\hbar^2k^2}{2m}=\frac{\pi^2\hbar^2}{2mt^2},
\label{eq:box}
\end{equation}
where $m$ is the effective mass normal to the film and the energy is counted from the conduction-band edge. With the Fermi level $\mu$ counted from the same edge, the electron sheet density is $N=D_1k_BT\,e^{(\mu-E_1)/k_BT}$. The density of states per area, $D_1$, belongs to motion in the plane and does not contain $t$. To keep $N$ fixed when the thickness changes, $\mu$ must therefore follow $E_1$ one for one. If the gates move the film's potential one for one as well, the gate voltage needed for that density shifts by $\delta E_1/q$, with $q>0$ the elementary charge. Differentiating \eqref{eq:box} gives
\begin{equation}
\frac{dV_T}{dt}=\frac1q\,\frac{\pi^2\hbar^2}{2m}\,\frac{d}{dt}t^{-2}
=-\frac{\pi^2\hbar^2}{q\,m\,t^3}=-\frac{2E_1}{q\,t}.
\label{eq:cube}
\end{equation}
The factor 2 from the exponent cancels the 2 in the kinetic energy. The minus sign says that a thicker film turns on at a lower gate voltage. Halving the film multiplies the effect of a given thickness error by eight. If instead the relative error $\delta t/t$ is given, the shift is $-(2E_1/q)(\delta t/t)$ and grows as $t^{-2}$.

Two assumptions are examined first: that the gate voltage follows $\mu/q$, and that one subband is enough. For the first, define threshold $V_T$ as the gate voltage at which $N$ reaches a fixed value $N_T$. This agrees with a fixed-current criterion if the mobility does not change with $t$. Let the channel be long, the film undoped and the two gates identical, each with oxide capacitance $C_{ox}=\epsilon_{ox}/t_{ox}$ per area. By symmetry each gate carries half the charge that balances the electrons, so the voltage across each oxide is $qN/(2C_{ox})$. The source fixes the Fermi level. Raising $\mu$ means lowering the film's band edge by the same energy, which takes an electrostatic potential rise $\mu/q$. With $V_0$ collecting the work function and the choice of zero,
\begin{equation}
V_G=V_0+\frac{\mu}{q}+\frac{qN}{2C_{ox}} .
\label{eq:gate}
\end{equation}
This takes the potential inside the film as flat, a point corrected below. At $N=N_T$ the last term does not depend on $t$, and
\begin{equation}
\frac{dV_T}{dt}=\frac1q\left(\frac{d\mu}{dt}\right)_{N}.
\label{eq:fixedN}
\end{equation}

For the second assumption, let there be several subbands $i$ with energies $E_i$ and densities of states $D_i=g_im_{d,i}/(\pi\hbar^2)$, where $g_i$ counts valleys, $m_{d,i}$ is the in-plane density-of-states mass, and spin is included. Integrating the Fermi function over each constant density of states gives
\begin{equation}
N=\sum_iD_ik_BT\ln\!\left[1+e^{(\mu-E_i)/k_BT}\right].
\label{eq:density}
\end{equation}
The derivative of $k_BT\ln[1+e^{(\mu-E_i)/k_BT}]$ with respect to $\mu-E_i$ is $f_i=[1+e^{(E_i-\mu)/k_BT}]^{-1}$, the occupation at the subband edge. Holding $N$ fixed therefore requires
\begin{equation}
0=\sum_iD_if_i\left(\frac{d\mu}{dt}-\frac{dE_i}{dt}\right)
\quad\Rightarrow\quad
\frac{d\mu}{dt}=\sum_iw_i\frac{dE_i}{dt},\qquad
w_i=\frac{D_if_i}{\sum_jD_jf_j}.
\end{equation}
Every hard-wall level has the form $\pi^2\hbar^2n^2/(2m_it^2)$, so $dE_i/dt=-2E_i/t$ for each of them. With $\langle E\rangle=\sum_iw_iE_i$,
\begin{equation}
\frac{dV_T}{dt}=-\frac{2\langle E\rangle}{q\,t}.
\label{eq:mean}
\end{equation}
When one subband holds the electrons, $\langle E\rangle=E_1$ and \eqref{eq:cube} returns. The degree of filling has dropped out, so within this flat-film model the one-subband result also holds for a degenerate gas.

The opposite limit is a thick, nondegenerate film that is still flat. Many levels then lie within $k_BT$, and the sums over $n$ become integrals. For each valley, with $a=E_1/k_BT\ll1$,
\begin{equation}
\langle E\rangle\to E_1\,
\frac{\int_0^\infty n^2e^{-an^2}dn}{\int_0^\infty e^{-an^2}dn}
=\frac{E_1}{2a}=\frac{k_BT}{2},
\qquad
\frac{dV_T}{dt}\to-\frac{k_BT}{q\,t}.
\label{eq:thick}
\end{equation}
The mass has disappeared, so all valleys give the same value. This is the classical effect of volume: a film of twice the thickness holds twice the electrons at the same Fermi level, and $\mu$ must fall by $k_BT\ln2$ to restore the sheet density. The inverse cube is thus a thin-film law, and it passes into an inverse first power.

The passage between the limits can be followed through the local exponent $p=d\ln|dV_T/dt|/d\ln t$. From \eqref{eq:mean}, $p=-1+d\ln\langle E\rangle/d\ln t$. In the nondegenerate case $w_i\propto D_ie^{-E_i/k_BT}$. Since $dE_i/d\ln t=-2E_i$, the unnormalized weight changes at the relative rate $2E_i/k_BT$, and normalization subtracts the mean of this rate:
\begin{equation}
\frac{dw_i}{d\ln t}=\frac{2w_i}{k_BT}\left(E_i-\langle E\rangle\right).
\end{equation}
Hence
\begin{align}
\frac{d\langle E\rangle}{d\ln t}
&=\sum_iw_i(-2E_i)+\sum_iE_i\frac{dw_i}{d\ln t}
=-2\langle E\rangle+\frac{2}{k_BT}\left(\langle E^2\rangle-\langle E\rangle^2\right),\\
p&=-3+\frac{2\left(\langle E^2\rangle-\langle E\rangle^2\right)}{k_BT\,\langle E\rangle}.
\label{eq:exponent}
\end{align}
The departure from $-3$ is set by the variance of the confinement energy. One subband has no variance. In the thick limit the energy $\propto n^2$ has mean $k_BT/2$ and variance $(k_BT)^2/2$, so the second term is 2 and $p=-1$, as it should be.

Now consider a $(100)$ silicon film with $t=3.0$ nm, oxides of 1.0 nm, $T=300$ K ($k_BT=25.85$ meV) and $N_T=10^{11}$ cm$^{-2}$. Rough typical masses are $0.916\,m_0$ along a valley's axis and $0.19\,m_0$ across it. Two valleys present the heavy mass to the walls, and four present the light one. With $\hbar^2/(2m_0)=0.03810$ eV\,nm$^2$,
\begin{equation}
E_1=\frac{0.03810\,\pi^2}{0.916\times(3.0)^2}\ \text{eV}=45.6\ \text{meV},
\qquad
\frac{dV_T}{dt}=-\frac{2\times45.61}{3.0}=-30.4\ \text{mV/nm}.
\end{equation}
Diagonalizing the film's Hamiltonian on a grid of fixed spacing 0.01 nm and differencing the lowest level gives the same $-30.4$ mV/nm. The sensitivities so obtained at 2 nm and 4 nm stand in the ratio 8.001, against 8 for an inverse cube.

A thickness error of 0.2 nm gives a linear shift of 6.1 mV. The shift without linearization is
\begin{equation}
\Delta V_T=\frac{E_1}{q}\left[\left(1+\frac{\delta t}{t}\right)^{-2}-1\right]
=\frac{E_1}{q}\left[-2\frac{\delta t}{t}+3\left(\frac{\delta t}{t}\right)^2-\dots\right].
\end{equation}
For a film 0.2 nm too thin this is $45.61\,[(15/14)^2-1]=+6.75$ mV, and for one 0.2 nm too thick $45.61\,[(15/16)^2-1]=-5.52$ mV. The quadratic term is positive for both signs of the error, so errors that average to zero still raise the mean threshold in this model.

The next levels are $E_2=182.5$ meV in the heavy-mass valleys and 219.9 meV in the light-mass ones. Relative to the lowest subband, the first has the Boltzmann weight $e^{-(182.5-45.6)/25.85}=0.0050$. The second has a larger density of states, by the factor $4\sqrt{0.916\times0.19}/(2\times0.19)=4.39$, and the weight $4.39\,e^{-(219.9-45.6)/25.85}=0.0052$. The mean energy is then
\begin{equation}
\langle E\rangle\approx\frac{45.6+0.0050\times182.5+0.0052\times219.9}{1.0102}\ \text{meV}
\approx47.2\ \text{meV}.
\end{equation}
With hard walls, one per cent of the electrons thus raises the sensitivity by more than three per cent; the Fermi-weighted sum gives $-31.5$ mV/nm. The exponent reacts more strongly. The same weights give a variance of about 246 meV$^2$, and \eqref{eq:exponent} yields $p\approx-3+2\times246/(25.85\times47.2)\approx-2.6$. Even with hard walls, the film of 3 nm is already at the edge of the inverse-cube regime, as the hard-wall values at fixed $N_T$ and 300 K show:

\begin{center}
\begin{tabular}{cccc}
$t$ (nm) & one subband & all subbands & $p$\\
 & (mV/nm) & (mV/nm) & \\
2 & $-102.6$ & $-102.6$ & $-3.00$\\
3 & $-30.4$ & $-31.5$ & $-2.59$\\
4 & $-12.8$ & $-18.9$ & $-1.01$\\
5 & $-6.6$ & $-15.1$ & $-1.25$\\
7 & $-2.4$ & $-8.5$ & $-1.99$\\
10 & $-0.8$ & $-4.3$ & $-1.68$\\
20 & $-0.1$ & $-1.6$ & $-1.25$
\end{tabular}
\end{center}

The exponent does not pass monotonically from $-3$ to $-1$. At 4 nm the levels are lower by $(3/4)^2$, and the two upper ones have relative weights of about 0.05 and 0.10. These few electrons lie far above the rest, which makes the variance large: the mean is about 38 meV and the variance about 960 meV$^2$, so \eqref{eq:exponent} gives $p\approx-1.0$. An exponent near $-1$ at this thickness is therefore no sign of classical behaviour. The classical limit itself was tested on the subband sum for a flat film of 1000 nm, where the ratio to $-k_BT/(qt)$ is 1.004. That is a test of the sum and does not describe a real film of that thickness at this $N_T$, whose potential would be far from flat.

How flat the 3 nm film is can be calculated. Let $U(x)$ be the electron's potential energy relative to the film surface. Electrons repel one another, so $U$ is positive inside and obeys $U''=-q^2N|\phi|^2/\epsilon_{Si}$, with $|\phi|^2=(2/t)\sin^2(\pi x/t)=(1/t)(1-\cos2\pi s)$ and $s=x/t$. Writing $U=(q^2Nt/\epsilon_{Si})\,u(s)$ leaves $u''=-(1-\cos2\pi s)$ with $u(0)=u(1)=0$, whose solution is
\begin{equation}
u=\frac{s(1-s)}2+\frac{1-\cos2\pi s}{4\pi^2}.
\end{equation}
First-order perturbation theory raises $E_1$ by the average of $U$ over the density. The three integrals needed are $\int_0^1\frac12s(1-s)\,ds=\frac1{12}$, $\int_0^1\frac12s(1-s)\cos2\pi s\,ds=-\frac1{4\pi^2}$ (by parts) and $\int_0^1(1-\cos2\pi s)^2ds=\frac32$. Therefore
\begin{equation}
\int_0^1(1-\cos2\pi s)\,u\,ds
=\frac1{12}+\frac1{4\pi^2}+\frac{3}{8\pi^2}
=\frac1{12}+\frac5{8\pi^2}=0.147 .
\end{equation}
In \eqref{eq:gate} $\mu$ now refers to the band edge at the film surface, and the threshold rises by $0.147\,qN_Tt/\epsilon_{Si}$. Its derivative is $0.147\,qN_T/\epsilon_{Si}=+0.227$ mV/nm for a relative permittivity of 11.7. Added to the all-subband value $-31.484$ it predicts $-31.257$ mV/nm. A self-consistent Schr\"odinger--Poisson solution including both oxides, with the gate voltage adjusted until $N=N_T$, gives $-31.266$ mV/nm when differenced over $\pm0.02$ nm in thickness, and $-31.263$ mV/nm for a much smaller step. This tests the gate balance, the subband average and the bending term together. Band bending is below one per cent of the sensitivity here, and it grows in proportion to $N_T$ as long as first-order perturbation theory holds. It matters more in thicker films: the table is for a flat film, and bending reduces the magnitude of its all-subband entries by about 1, 4 and 8 per cent at 5, 10 and 20 nm.

The hard wall is a coarser approximation. Let the oxide be a barrier of height $V_b$ with mass $m_{ox}$. The even ground state is $\cos kx$ about the film's centre and decays as $e^{-\kappa|x|}$ in the oxide, with $\hbar\kappa=\sqrt{2m_{ox}(V_b-E)}$. Continuity of $\phi$ and of $\phi'/m$, which conserves current, requires $(k/m)\tan(kt/2)=\kappa/m_{ox}$. Inverting the tangent,
\begin{equation}
\frac{kt}2=\arctan\frac{m\kappa}{m_{ox}k}=\frac\pi2-\arctan(k\delta),
\qquad
\delta=\frac{m_{ox}}{m\kappa}\simeq\frac{m_{ox}}m\,\frac{\hbar}{\sqrt{2m_{ox}V_b}},
\end{equation}
where the last form uses $E\ll V_b$. For $k\delta\ll1$ the arctangent equals its argument, and $k(t+2\delta)=\pi$. The film acts as a hard-wall box widened by $\delta$ on each side, and
\begin{equation}
\frac{dV_T}{dt}\simeq-\frac{\pi^2\hbar^2}{q\,m\,(t+2\delta)^3}.
\end{equation}
With the rough values $V_b=3.1$ eV and $m_{ox}=0.5\,m_0$, $\delta=0.086$ nm. The one-subband sensitivity drops by the factor $(3.0/3.171)^3=0.85$ to $-25.75$ mV/nm; a grid calculation with the finite barriers gives $-25.72$ mV/nm. A shift of 0.17 nm in the apparent width matters this much because it enters cubed.

This correction applies to the lowest subband alone. Since $\delta\propto1/m$, the light-mass valleys are widened by about 0.41 nm per side, and their lowest level falls from 220 to about 136 meV, while $E_1$ falls only to 40.8 meV. The gap shrinks to about 95 meV, and the relative weight of the light-mass level rises from 0.005 to about $4.39\,e^{-95/25.85}=0.11$. With finite barriers the upper subbands therefore hold about a tenth of the electrons at 3 nm. The sensitivity summed over all subbands stays near $-31$ mV/nm, because the two effects of the softer wall nearly cancel, but the local exponent is about $-1.9$ instead of $-2.6$. The hard-wall table thus overstates how far the inverse cube reaches.

Other omissions can be sized one at a time, with the remaining settings held. If the band obeys $E(1+\alpha E)=E_1$ with $\alpha=0.5$ eV$^{-1}$, then $dE/dt=(dE_1/dt)/(1+2\alpha E)$, and the one-subband value becomes $-29.1$ mV/nm if the in-plane density of states is held fixed. If the motion in the plane follows the same band relation, the density of states grows with the subband energy, and the value becomes about $-28.4$ mV/nm. Heating to 400 K fills the upper subbands further and moves the all-subband value for hard walls from $-31.5$ to $-35.2$ mV/nm; with finite barriers the change is larger. Depleted acceptors of density $N_A=10^{16}$ cm$^{-3}$ add a voltage $qN_At/(2C_{ox})$ across each oxide, hence only $+0.02$ mV/nm. They also bend the band inside the film, which by the integrals above raises the level by $(\frac1{12}+\frac1{4\pi^2})\,q^2N_At^2/\epsilon_{Si}$ and adds about another $0.01$ mV/nm. The electron's own image charges in the oxides and gates are left out of all these values. For metal gates, a classical estimate of their effect at 3 nm is several mV/nm, with the same sign as the confinement term for a 1 nm oxide of low permittivity: about $-4$ mV/nm for a relative permittivity of 3.9 and $-8$ mV/nm for 2.1. A layer of permittivity 20 and the same capacitance placed directly on the silicon reverses the sign.

Channel length can matter much more. In a short channel the source and drain potentials leak into the film and decay along it as $e^{-y/\lambda}$. The slowest solution of Laplace's equation varies across the film as $\cos(x/\lambda)$ and in the oxide as a sine that vanishes at the gate. Matching the potential and $\epsilon$ times its normal derivative, then dividing the two conditions, gives
\begin{equation}
\tan\frac{t}{2\lambda}\,\tan\frac{t_{ox}}{\lambda}=\frac{\epsilon_{ox}}{\epsilon_{Si}} .
\end{equation}
For relative permittivities 3.9 and 11.7, $\lambda=2.36$ nm. With a potential $V_b'=0.5$ V at both ends of a channel of length $L$, and unit mode amplitude, the threshold is lowered by about $V_b'/\cosh(L/2\lambda)$. A thicker film has a larger $\lambda$, so this adds to the confinement effect with the same sign. The estimate is $-0.3$ mV/nm at $L=40$ nm but $-11$ mV/nm at 20 nm, a third of the confinement term. It applies at zero drain bias; with 0.7 V on the drain, a two-dimensional solution of Laplace's equation gives about $-19$ mV/nm at 20 nm.

The sensitivity also depends on the mass, as $1/m$, and hence on the orientation of the film. On a $(110)$ fin sidewall, four valleys are tilted by $45^\circ$ to the normal, and $1/m=\frac12(1/0.916+1/0.19)/m_0$ gives $m=0.315\,m_0$. Then $E_1=132.8$ meV, and the one-subband sensitivity at 3 nm is $-88.5$ mV/nm. This is the hard-wall figure. Since $\delta\propto1/m$, the widening is now about 0.25 nm per side, and the same effective-width formula would reduce the sensitivity by somewhat more than a third.

Beside real transistors, a 3 nm film is thin: production fins and fully depleted films are roughly 5 to 8 nm thick, with gate lengths of roughly 15 to 30 nm. Two assumptions then break. Several subbands are filled, and for a $(100)$ film of 5 nm the hard-wall table replaces $-6.6$ by $-15.1$ mV/nm; with finite oxide barriers the sum over subbands is about $-13.6$ mV/nm. On the $(110)$ sidewalls usual in fins the upper subbands matter less: at 5 nm they change the hard-wall value only from $-19$ to $-21$ mV/nm, and with finite barriers the sum is about $-16$ mV/nm with a local exponent near $-2.4$. The channel is also short: for a 5 nm film at $L=20$ nm the estimate above gives about $-16$ mV/nm at zero drain bias, as large as the confinement part or larger, and a drain bias of 0.7 V roughly doubles it. A threshold read at fixed current also moves with the mobility. If the mobility grows as $t^r$, the density needed for that current falls as $t^{-r}$. In a nondegenerate film the resulting change of $\mu$ adds about $-r\,k_BT/(qt)$, which at 3 nm is $-8.6$ mV/nm for each unit of $r$. The oxide drop and the band bending, both proportional to $N$, add about another $-1.0$ mV/nm per unit of $r$. The inverse cube can serve as a rule for the confinement part of the thickness tolerance where the next subbands, with oxide penetration included, lie many $k_BT$ above the first, the band is nearly parabolic ($2\alpha E_1\ll1$), the channel is many $\lambda$ long, and $t$ is read as the effective width $t+2\delta$. In $(100)$ silicon at 300 K the first two conditions hold together only roughly: with finite barriers, all subbands and $\alpha=0.5$ eV$^{-1}$, the sensitivity is about 0.9 of the effective-width cube at 1.5 to 2 nm and about 1.2 times it at 3 nm. For a fixed-current threshold, the change of mobility with thickness must be small or be added separately. The numerical output lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film thickness 3.0 nm, each oxide 1.0 nm
temperature 300 K, thermal energy 25.85 meV
threshold sheet density 1.0e+11 cm^-2
masses: longitudinal 0.916, transverse 0.19, oxide 0.5 m0
relative permittivity: film 11.7, oxide 3.9
hbar^2/(2 m0) = 0.03810 eV nm^2
E1 = 45.61 meV
E2, same valleys = 182.5 meV
E1, light-mass valleys = 219.9 meV
inverse-cube sensitivity = -30.41 mV/nm
same from grid levels = -30.41 mV/nm
grid sensitivity ratio, 2 nm to 4 nm = 8.001
linear shift size for 0.2 nm error = 6.08 mV
full shift, film 0.2 nm too thin = +6.75 mV
full shift, film 0.2 nm too thick = -5.52 mV
t (nm) | cube law (mV/nm) | all subbands (mV/nm) | local exponent
  2.0 | -102.628 | -102.631 |  -3.00
  3.0 |  -30.408 |  -31.484 |  -2.59
  4.0 |  -12.829 |  -18.890 |  -1.01
  5.0 |   -6.568 |  -15.073 |  -1.25
  7.0 |   -2.394 |   -8.457 |  -1.99
 10.0 |   -0.821 |   -4.342 |  -1.68
 20.0 |   -0.103 |   -1.621 |  -1.25
1000 nm flat film: sensitivity/(-kT/(q t)) = 1.0041
band edge above Fermi level at zero gate voltage 0.56 eV
Schroedinger-Poisson threshold = 0.5126 V
Schroedinger-Poisson sensitivity = -31.266 mV/nm
all-subband flat-film sensitivity = -31.484 mV/nm
band-bending term = +0.227 mV/nm
all-subband sensitivity at 400 K = -35.24 mV/nm
oxide barrier 3.1 eV, wall extension 0.0856 nm per side
finite-barrier sensitivity, grid = -25.72 mV/nm
finite-barrier sensitivity, wider box = -25.75 mV/nm
nonparabolicity 0.5 /eV: sensitivity = -29.11 mV/nm
doping 1e+16 cm^-3: oxide term = +0.023 mV/nm
lateral scale length = 2.358 nm
source and drain barrier for estimate = 0.5 V
short-channel term, L = 20 nm: -11.0002 mV/nm
short-channel term, L = 40 nm: -0.3171 mV/nm
short-channel term, L = 60 nm: -0.0069 mV/nm
(110) sidewall: mass 0.315 m0, E1 132.8 meV
(110) sidewall cube law = -88.5 mV/nm
\end{verbatim}
